# Lindhard reduced variables: universal nuclear stopping and the electronic coefficient k

In a classical model of silicon, a boron ion of 8.85 keV has a nuclear stopping cross section of 1.81 eV nm². An arsenic ion of 209 keV has 22.7 eV nm², more than twelve times as much. Measured in suitable units, both numbers become 0.320. The agreement follows from the form of the interatomic potential, and the same change of units leaves electronic stopping with a coefficient that differs between the two ions.

## The slowing-down equation and its assumptions

An ion of atomic number \(Z_1\), mass \(M_1\) and laboratory energy \(E\) moves through a random target of atoms \(Z_2, M_2\) with number density \(N\). The target atoms are initially at rest. Let \(x\) be the distance travelled along the path, which is not the same as depth. On a path element \(dx\) the ion meets on average \(N\,dx\,2\pi p\,dp\) atoms at impact parameters between \(p\) and \(p+dp\), and gives each an energy \(T(E,p)\). The mean loss to nuclei is therefore \(N S_n\,dx\), with

\[
S_n(E)=\int_0^\infty T(E,p)\,2\pi p\,dp. \tag{1}
\]

Adding a separate loss to electrons, and replacing the random losses by their mean, gives

\[
\frac{dE}{dx}=-N\,[S_n(E)+S_e(E)]. \tag{2}
\]

Collisions are taken as binary, elastic, classical and non-relativistic. The decisive assumption concerns the potential. Writing \(e^2\) for \(e^2/(4\pi\varepsilon_0)\), we suppose that every pair has

\[
V(r)=\frac{Z_1Z_2e^2}{r}\,\phi\!\left(\frac ra\right),\qquad
a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{Z_s^{1/2}},\qquad
Z_s=Z_1^{2/3}+Z_2^{2/3}, \tag{3}
\]

with the same screening function \(\phi\) for all pairs, \(\phi(0)=1\), and \(a_0\) the Bohr radius. The pair enters the potential through a strength and a length, but not through its shape.

## Energy transfer in one collision

Let \(v\) be the ion speed, so \(E=M_1v^2/2\). The centre of mass moves at \(v_c=M_1v/(M_1+M_2)\), and the energy of relative motion is

\[
E_{cm}=\frac12\frac{M_1M_2}{M_1+M_2}v^2=\frac{M_2}{M_1+M_2}E. \tag{4}
\]

In the centre-of-mass frame the target atom arrives with velocity \(-v_c\hat{\mathbf x}\). An elastic collision keeps its speed and turns its direction by \(\theta\), giving \(-v_c\hat{\mathbf n}\) with \(\hat{\mathbf n}\cdot\hat{\mathbf x}=\cos\theta\). Its laboratory velocity is then \(v_c(\hat{\mathbf x}-\hat{\mathbf n})\), whose square is \(2v_c^2(1-\cos\theta)=4v_c^2\sin^2(\theta/2)\). Hence

\[
T=\frac{M_2}{2}\,4v_c^2\sin^2\frac\theta2=\gamma E\sin^2\frac\theta2,\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2}. \tag{5}
\]

The masses appear as the prefactor \(\gamma\), the largest fraction of its energy that the ion can lose in one collision. What remains is \(\theta\).

## The reduced energy

For the relative motion the angular momentum is \(M_rvp\), with \(M_r=M_1M_2/(M_1+M_2)\). If \(\chi\) is the polar angle, \(\dot\chi=vp/r^2\). Energy conservation reads

\[
\frac{M_r}{2}\dot r^2+\frac{M_rv^2p^2}{2r^2}+V(r)=\frac{M_r}{2}v^2
\;\Rightarrow\;
\dot r^2=v^2\left[1-\frac{V(r)}{E_{cm}}-\frac{p^2}{r^2}\right].
\]

Dividing \(\dot\chi\) by \(|\dot r|\) gives the angle swept per unit change of \(r\). The incoming and outgoing branches are mirror images, and an undeflected particle sweeps \(\pi\), so

\[
\theta=\pi-2p\int_{r_0}^\infty\frac{dr}{r^2\sqrt{1-V(r)/E_{cm}-p^2/r^2}}, \tag{6}
\]

where the root vanishes at the turning point \(r_0\). Now put \(r=aR\) and \(p=ab\). The factor \(p\,dr/r^2\) becomes \(b\,dR/R^2\), the ratio \(p/r\) becomes \(b/R\), and

\[
\frac{V}{E_{cm}}=\frac{Z_1Z_2e^2}{aE_{cm}}\frac{\phi(R)}{R}=\frac{\phi(R)}{\varepsilon R},
\qquad
\varepsilon=\frac{aE_{cm}}{Z_1Z_2e^2}=\frac{aM_2}{Z_1Z_2e^2(M_1+M_2)}\,E. \tag{7}
\]

The last form uses (4). Equation (6) becomes

\[
\theta(\varepsilon,b)=\pi-2b\int_{R_0}^\infty\frac{dR}{R^2\sqrt{1-\phi(R)/(\varepsilon R)-b^2/R^2}}. \tag{8}
\]

No charge or mass is left in (8). The reduced energy \(\varepsilon\) compares the energy of relative motion with the unscreened Coulomb energy at distance \(a\).

## The reduced length and universal nuclear stopping

Insert (5) in (1) and use \(2\pi p\,dp=\pi a^2\,2b\,db\):

\[
S_n=\pi a^2\gamma E\,J(\varepsilon),\qquad
J(\varepsilon)=\int_0^\infty\sin^2\frac{\theta(\varepsilon,b)}2\;2b\,db. \tag{9}
\]

The prefactor suggests the dimensionless length

\[
\rho=N\pi a^2\gamma\,x. \tag{10}
\]

Since \(\varepsilon/E\) and \(\rho/x\) are constants for a given pair, the chain rule applied to (2) gives

\[
\frac{d\varepsilon}{d\rho}=\frac{\varepsilon/E}{N\pi a^2\gamma}\frac{dE}{dx}
=-\frac{\varepsilon/E}{\pi a^2\gamma}\,(S_n+S_e). \tag{11}
\]

By (9) the nuclear term is

\[
s_n(\varepsilon)=\frac{\varepsilon}{E}\,\frac{S_n}{\pi a^2\gamma}=\varepsilon J(\varepsilon). \tag{12}
\]

This is the universality: \(s_n\) is fixed once \(\phi\) is chosen. Omitting \(\gamma\) from (10) would have left it in (12), so the reduced length must contain the masses as well as the screening area.

The numbers below use the Molière function, \(\phi=0.35e^{-0.3R}+0.55e^{-1.2R}+0.10e^{-6R}\). It gives \(s_n=0.230,\ 0.371,\ 0.320,\ 0.121\) at \(\varepsilon=0.01,\ 0.1,\ 1,\ 10\), with a maximum of 0.380 near \(\varepsilon=0.20\).

The claim was tested without reduced variables. Newton's equations for both atoms were integrated in the laboratory frame, for boron and arsenic in silicon, at \(\varepsilon=1\) and at six energies between 5 and 50 keV. The resulting \(S_n\), converted by (12), departed from the single curve by at most 0.012 % of its value.

## Two limits of the universal curve

**High energy.** For close collisions \(\phi\approx1\). With \(w=1/R\), the expression under the root in (8) is

\[
1-\frac w\varepsilon-b^2w^2=A^2-\left(bw+\frac1{2\varepsilon b}\right)^2,\qquad A^2=1+\frac1{4\varepsilon^2b^2}.
\]

The integral over \(w\), from 0 to the turning point, is an arcsine:

\[
\theta=\pi-2\left[\frac\pi2-\arcsin\frac1{2\varepsilon bA}\right]
\;\Rightarrow\;\sin^2\frac\theta2=\frac1{1+4\varepsilon^2b^2}. \tag{13}
\]

Choose a fixed \(b_0\ll1\). Collisions with \(b<b_0\) contribute \(\ln(1+4\varepsilon^2b_0^2)/(4\varepsilon^2)\) to \(J\). Beyond \(b_0\), angles at large \(\varepsilon\) are small and to first order in the potential proportional to \(1/\varepsilon\), so their contribution is a constant over \(\varepsilon^2\). Multiplying by \(2\varepsilon^2\),

\[
2\varepsilon s_n(\varepsilon)\simeq\ln\varepsilon+\text{const}\qquad(\varepsilon\gg1). \tag{14}
\]

Without screening, the integral over \(b\) would diverge logarithmically. Between \(\varepsilon=300\) and 3000 the computed rise of \(2\varepsilon s_n\) is 2.32, against \(\ln10=2.30\).

**Low energy.** Here the ion samples the outer part of the potential. Over a limited range of distance, approximate it by a power, \(\phi(R)/R\propto R^{-s}\). Setting \(R=bR'\) in (8) turns the potential term into a constant times \(1/(\varepsilon b^sR'^s)\), so \(\theta\) depends on \(\varepsilon b^s\) alone. With \(b=\varepsilon^{-1/s}t\) in (9),

\[
J\propto\varepsilon^{-2/s},\qquad s_n\propto\varepsilon^{1-2/s}\qquad(s>1). \tag{15}
\]

The condition \(s>1\) makes the integral converge at large \(b\), where \(\theta^2\propto b^{-2s}\). An inverse-square potential gives constant \(s_n\), and a steeper one gives stopping that rises with energy. From \(\varepsilon=0.001\) to 0.01 the curve rises from 0.0760 to 0.230, a mean logarithmic slope of 0.48. By (15) this corresponds to \(s\approx3.8\). The broad maximum can be read in the same approximate way, as the region where the effective exponent passes through 2.

## The electronic coefficient

Suppose first that \(S_e=KE^q\). The electronic term in (11), with \(E=\varepsilon/(\varepsilon/E)\), is

\[
\frac{\varepsilon/E}{\pi a^2\gamma}K E^q
=\frac{K(\varepsilon/E)^{1-q}}{\pi a^2\gamma}\,\varepsilon^q. \tag{16}
\]

A power law keeps its shape under a change of scale, and all dependence on the pair gathers in one coefficient. For stopping proportional to velocity, \(q=1/2\), and the slowing-down equation is

\[
\boxed{\frac{d\varepsilon}{d\rho}=-\left[s_n(\varepsilon)+k\sqrt\varepsilon\right]},\qquad
k=\frac{K\sqrt{\varepsilon/E}}{\pi a^2\gamma}. \tag{17}
\]

At speeds where \(S_e\) bends over and falls, one number no longer describes it.

To evaluate \(k\) we adopt the Lindhard–Scharff law as a model input,

\[
S_e=8\pi e^2a_0\,\frac{Z_1^{1/6}Z_1Z_2}{Z_s^{3/2}}\,\frac v{v_0}, \tag{18}
\]

where \(v_0\) is the Bohr velocity. Since \(v=\sqrt{2E/M_1}\), \(K\) is the coefficient of \(\sqrt E\) in (18). The three factors in (17) are

\[
k=\left[\frac{8\pi e^2a_0Z_1^{1/6}Z_1Z_2}{Z_s^{3/2}v_0}\sqrt{\frac2{M_1}}\right]
\left[\frac{aM_2}{Z_1Z_2e^2(M_1+M_2)}\right]^{1/2}
\frac{(M_1+M_2)^2}{4\pi a^2M_1M_2}.
\]

Collecting powers gives

\[
k=\frac{2\sqrt2\,e\,a_0}{v_0a^{3/2}}\,
\frac{Z_1^{1/6}\sqrt{Z_1Z_2}}{Z_s^{3/2}}\,
\frac{(M_1+M_2)^{3/2}}{M_1^{3/2}M_2^{1/2}}.
\]

From (3), \(a^{-3/2}=\dfrac{8\sqrt2}{3\pi}a_0^{-3/2}Z_s^{3/4}\). The Bohr relation \(e^2/a_0=m_ev_0^2\) gives \(e/(v_0\sqrt{a_0})=\sqrt{m_e}\). The numerical factor is \(2\sqrt2\times8\sqrt2/(3\pi)=32/(3\pi)\), so

\[
k=\frac{32}{3\pi}\,\frac{Z_1^{1/6}\sqrt{Z_1Z_2}}{Z_s^{3/4}}\,
\frac{\sqrt{m_e}\,(M_1+M_2)^{3/2}}{M_1^{3/2}M_2^{1/2}}. \tag{19}
\]

The mass factor tends to \(\sqrt{m_e}\,M_2/M_1^{3/2}\) for a light ion in a heavy target and to \(\sqrt{m_e/M_2}\) in the opposite case. In silicon (\(M_2=28.09\) u), (19) gives \(k=0.216\) for boron and 0.116 for arsenic. Throughout, boron means the isotope of mass 11.01 u and arsenic has mass 74.92 u.

## Path length, and what k does not determine

Integrating (17) from the initial \(\varepsilon_0\) down to \(\varepsilon_f\) gives the path

\[
\rho=\int_{\varepsilon_f}^{\varepsilon_0}\frac{d\varepsilon}{s_n(\varepsilon)+k\sqrt\varepsilon},
\qquad x=\frac{\rho}{N\pi a^2\gamma}. \tag{20}
\]

Two pairs with equal \(k\) follow the same reduced curve; their energies and lengths in laboratory units still differ through (7) and (10). At fixed end points, a larger \(k\) increases the denominator and shortens the path. From \(\varepsilon=1\) to 0.001, \(\rho=2.06\) with boron's coefficient and 2.36 with that of arsenic.

Equation (20) concerns mean losses. In an individual history, a collision changes \(\varepsilon\) to \(\varepsilon(1-\gamma\sin^2(\theta/2))\), and by (10) the mean number of collisions in \(d\rho\) is

\[
N\,2\pi p\,dp\,dx=\frac{2b\,db\,d\rho}{\gamma}. \tag{21}
\]

The mean loss is free of \(\gamma\), but the mean squared nuclear loss per unit \(\rho\) is

\[
\frac1\gamma\int_0^\infty\left(\gamma\varepsilon\sin^2\frac\theta2\right)^2 2b\,db
=\gamma\varepsilon^2\int_0^\infty\sin^4\frac\theta2\;2b\,db. \tag{22}
\]

Fluctuations therefore bring \(\gamma\) back. Collision-by-collision simulations from \(\varepsilon=0.2\) to 0.001 with \(k=0.15\) gave a mean path 2.7 % below the continuous value for \(\gamma=0.793\), and, for \(\gamma=0.077\), no difference that the 1000 simulated ions could resolve. The standard errors of these two means are about 0.6 % and 0.3 % of the path.

Depth requires the laboratory deflection \(\psi\) too. After a collision the ion velocity is \(v_c[\hat{\mathbf x}+(M_2/M_1)\hat{\mathbf n}]\). Dividing its transverse by its forward component,

\[
\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2}. \tag{23}
\]

The mass ratio cannot be removed. Simulations from \(\varepsilon=1\) to 0.001, both with \(k=0.15\), gave nearly equal mean paths, \(\rho=2.24\) and 2.25, for \(M_1/M_2=0.392\) and 2.67. These two ratios happen to have nearly equal \(\gamma\), 0.809 and 0.793, so the fluctuations affect both paths almost alike and the comparison isolates the deflection. The mean depths, in the same units, were 1.20 and 2.02. These four means have standard errors of about 0.01, so their last digit is uncertain. The heavier ion keeps its direction better.

## Boron and arsenic at 50 keV in silicon

Take \(N=49.97\) nm⁻³ and stop following the ion at 20 eV, since a binary-collision picture loses its meaning at a few tens of eV. The scales are:

| | B | As |
|---|---|---|
| \(a\) (nm) | 0.0159 | 0.0117 |
| \(\gamma\) | 0.809 | 0.793 |
| \(E\) at \(\varepsilon=1\) (keV) | 8.85 | 208.95 |
| \(x\) at \(\rho=1\) (nm) | 31.32 | 58.89 |

For boron, \(\varepsilon_0=50/8.85=5.65\). The electronic term is \(0.2163\sqrt{5.65}=0.514\), against \(s_n=0.166\). One unit of \(d\varepsilon/d\rho\) corresponds to \(8850/31.32\approx283\) eV/nm, so electronic stopping is 145 eV/nm and nuclear stopping 47 eV/nm.

For arsenic, \(\varepsilon_0=50/208.95=0.239\), with \(s_n=0.380\) and \(k\sqrt{\varepsilon_0}=0.0567\). Its unit is \(208950/58.89\approx3548\) eV/nm, which gives 1347 eV/nm nuclear and 201 eV/nm electronic. At equal laboratory energy the ions occupy different parts of the same nuclear curve. The two losses are equal at 14.7 keV for boron and about 704 keV for arsenic.

Equation (20) gives \(\rho=9.72\) for boron and 0.652 for arsenic, hence

\[
x_{\rm B}=9.725\times31.32\approx305\ \text{nm},\qquad
x_{\rm As}=0.652\times58.89\approx38\ \text{nm}.
\]

As a test of the conversion, the part of the path from 50 to 5 keV was also integrated in laboratory units, with \(S_n\) from the Newtonian trajectories. Both routes gave 266 nm for boron and 31.2 nm for arsenic.

Simulation of 2000 ions of each kind in an unbounded random medium gave mean depths of 206 nm for boron and 33 nm for arsenic, with standard deviations of 71 and 12 nm; the standard errors of the two means are about 1.6 and 0.3 nm. Boron's mean depth is thus 68 % of its simulated mean path, and that of arsenic 87 %. Path length alone would be a poor estimate of the boron depth.

## How far the model can be trusted here

The energy is within the range used for doping silicon. The simulated mean depths, about 0.2 µm for boron and 0.03 µm for arsenic, are results of the model and are not compared here with measured profiles. Two model inputs can be varied with the rest held fixed. Replacing Molière screening by the Kr-C function, with the same \(a\), changes the path by −2 % for boron and +4 % for arsenic. The curve itself can change by more than the path does: at \(\varepsilon=0.001\), \(s_n\) falls from 0.076 to 0.066. Universality thus means one curve for one chosen \(\phi\). Raising \(k\) by half, as a trial of an uncertain electronic law, shortens the path by 21 % for boron and 4 % for arsenic. The velocities satisfy \(v/(v_0Z_1^{2/3})=0.15\) and 0.02, well below one, as the velocity-proportional law requires. That condition does not vouch for the coefficient in (18): measured electronic stopping at low velocity oscillates with \(Z_1\) in a way (18) leaves out. The boron depth is exposed to this, since raising \(k\) by half lowers it from about 206 to about 169 nm, while the arsenic depth falls by only about 1 nm.

The assumption most plainly broken by a silicon wafer is randomness. An atomic row with spacing \(d\) can steer an ion if its averaged potential \(U(r)=d^{-1}\int V\,dz\) supplies the transverse energy, \(U(r)\approx E\psi^2\). The ion must also stay near closest approach for about one spacing, so \(r\approx\psi d\). Solving both conditions for a ⟨110⟩ row, \(d=0.543/\sqrt2\) nm, gives rough critical angles of 4° for boron and 6° for arsenic. The second condition is only an estimate; the alternative \(U''(r)=8E/d^2\) raises both angles by 1° to 1.5°. Ions travelling within such an angle of a row can go deeper than the random-target result. Tilting the wafer reduces their number at entry, but later collisions can still scatter ions into channels. These angles show when the assumption is in danger; they do not give the resulting shift in depth, which needs a crystal simulation. The numerical output lists the values used here.

## Table of computed values

```
Si atom density = 49.97 nm^-3, lattice constant = 0.543 nm
start energy = 50 keV, stop energy = 20 eV
2 eps s_n rise, eps 300 to 3000 = 2.320; ln 10 = 2.303
s_n(0.001) = 0.0760 (Moliere), 0.0662 (Kr-C)
s_n(0.01) = 0.2298 (Moliere), 0.1945 (Kr-C)
s_n(0.1) = 0.3711 (Moliere), 0.3639 (Kr-C)
s_n(1) = 0.3199 (Moliere), 0.3374 (Kr-C)
s_n(10) = 0.1210 (Moliere), 0.1290 (Kr-C)
s_n maximum = 0.3803 at eps = 0.198
--- B in Si: Z1 = 5, M1 = 11.009 u, M2 = 28.086 u
a = 0.01585 nm, gamma = 0.8092, k = 0.2163
E at eps=1: 8.85 keV; x at rho=1: 31.32 nm
Newton at eps=1: S_n = 1.809 eV nm^2, reduced s_n = 0.3199
path 50 to 5 keV: 266.35 nm (Newton), 266.34 nm (reduced)
eps at 50 keV = 5.6497, s_n = 0.1662, k sqrt(eps) = 0.5140
at 50 keV: nuclear 47.0 eV/nm, electronic 145.3 eV/nm
equal stopping at eps = 1.657, E = 14.7 keV
path to 20 eV: rho = 9.7248, x = 304.6 nm
simulated mean path = 302.7 nm, mean depth = 206.3 nm
simulated depth spread (std) = 70.7 nm
path change: Kr-C screening -2.2 %, k x 1.5 -21.1 %
rough <110> channelling angle = 3.8 deg
v/(v0 Z1^(2/3)) at 50 keV = 0.146
--- As in Si: Z1 = 33, M1 = 74.922 u, M2 = 28.086 u
a = 0.01168 nm, gamma = 0.7933, k = 0.1159
E at eps=1: 208.95 keV; x at rho=1: 58.89 nm
Newton at eps=1: S_n = 22.712 eV nm^2, reduced s_n = 0.3199
path 50 to 5 keV: 31.21 nm (Newton), 31.21 nm (reduced)
eps at 50 keV = 0.2393, s_n = 0.3796, k sqrt(eps) = 0.0567
at 50 keV: nuclear 1346.7 eV/nm, electronic 201.1 eV/nm
equal stopping at eps = 3.369, E = 703.9 keV
path to 20 eV: rho = 0.6520, x = 38.4 nm
simulated mean path = 37.3 nm, mean depth = 32.6 nm
simulated depth spread (std) = 11.5 nm
path change: Kr-C screening +4.4 %, k x 1.5 -4.2 %
rough <110> channelling angle = 5.9 deg
v/(v0 Z1^(2/3)) at 50 keV = 0.016
--- Tests of universality and of its limits
largest deviation of Newton s_n from one curve = 0.012 %
rho from eps=1 to 0.001: 2.057 (k of B), 2.360 (k of As)
eps=1 to 0.001, k=0.15, simulated:
M1/M2 = 0.392: mean path rho = 2.236, mean depth rho = 1.202
M1/M2 = 2.668: mean path rho = 2.246, mean depth rho = 2.021
gamma = 0.077: mean path minus continuous = -0.0 % (eps 0.2 to 0.001)
gamma = 0.793: mean path minus continuous = -2.7 % (eps 0.2 to 0.001)
```
